# Spectral variance of a biased Anderson impurity with finite-bandwidth leads: verification in Python

```python
# Result under test: for an Anderson impurity between two biased leads with
# finite bands, the steady-state spectral function A_s of spin s has
#   variance = sum_k |V_k|^2 + U^2 n (1 - n),
# n = occupation of the OPPOSITE spin, V_k = dot-lead amplitudes of both leads,
# U = dot repulsion.  hbar = 1; in the Keldysh part energies are in units of
# Gamma, the total level width at the band centre.
# Part 1: exact diagonalization of a small interacting ring (Lehmann poles).
# Part 2: self-consistent second Born Keldysh solution with continuous leads.
import numpy as np
from scipy.signal import fftconvolve

# ---------------- Part 1: exact stationary and transient states -------------
# Spatial orbitals: 0 = dot, 1 = left lead, 2 and 3 = right lead.
n_orb = 4
n_modes = 2 * n_orb


def annihilator(mode):
    """Jordan-Wigner matrix of the annihilation operator of one mode."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    out = np.eye(1)
    for j in range(n_modes):
        factor = parity if j < mode else (lower if j == mode else np.eye(2))
        out = np.kron(out, factor)
    return out


ops = [[annihilator(2 * orb + s) for s in range(2)] for orb in range(n_orb)]
dim = 2 ** n_modes
U_ring = 2.3
eps_ring = np.array([-0.9, -0.5])
V_ring = np.array([0.8, 0.6, 0.5])
lead_levels = np.array([0.7, -0.4, 0.3])
lead_link = 0.7 * np.exp(1.1j)      # phase = flux through the ring
number = [ops[0][s].T @ ops[0][s] for s in range(2)]
H = U_ring * (number[0] @ number[1]) + np.zeros((dim, dim), complex)
H_left = np.zeros((dim, dim), complex)
for s in range(2):
    d = ops[0][s]
    H += eps_ring[s] * number[s]
    for k in range(3):
        c = ops[k + 1][s]
        hop = V_ring[k] * (d.T @ c)
        H += lead_levels[k] * (c.T @ c) + hop + hop.T
        if k == 0:
            H_left += hop + hop.T
    link = lead_link * (ops[1][s].T @ ops[2][s])
    H += link + link.conj().T

energy, vec = np.linalg.eigh(H)
vacuum = np.zeros(dim, complex)
vacuum[0] = 1.0
# biased start: left lead full, right lead empty, one up electron on the dot
start = ops[1][0].T @ ops[1][1].T @ ops[0][0].T @ vacuum
prob = np.abs(vec.conj().T @ start) ** 2      # dephased, hence stationary


def stationary_mean(op):
    return np.sum(prob * np.einsum('in,in->n', vec.conj(), op @ vec)).real


n_ring = np.array([stationary_mean(number[s]) for s in range(2)])
n_dot = number[0] + number[1]
ring_current = stationary_mean(1j * (H_left @ n_dot - n_dot @ H_left))
pole = energy[None, :] - energy[:, None]
var_ring = np.zeros(2)
for s in range(2):
    amp = vec.conj().T @ ops[0][s] @ vec
    weight = (prob[:, None] + prob[None, :]) * np.abs(amp) ** 2
    mean = np.sum(weight * pole)
    var_ring[s] = np.sum(weight * pole ** 2) - mean ** 2
    assert abs(np.sum(weight) - 1) < 1e-10
    assert abs(mean - eps_ring[s] - U_ring * n_ring[1 - s]) < 1e-9
hyb_ring = np.sum(V_ring ** 2)
rule_ring = hyb_ring + U_ring ** 2 * (n_ring * (1 - n_ring))[::-1]
assert np.max(np.abs(var_ring - rule_ring)) < 1e-9
assert abs(rule_ring[0] - rule_ring[1]) > 1e-3   # the two spins do differ
assert abs(ring_current) > 1e-4                  # the state carries current


# Transient state: both time derivatives on d give an extra i U dn/dt.
def evolved(t):
    return vec @ (np.exp(-1j * energy * t) * (vec.conj().T @ start))


def dn_occupation(t):
    psi = evolved(t)
    return np.vdot(psi, number[1] @ psi).real


t_probe, dt = 0.7, 1e-4
psi = evolved(t_probe)
d_up = ops[0][0]
X = d_up @ H - H @ d_up
XX = X @ H - H @ X
one_sided = np.vdot(psi, (XX @ d_up.T + d_up.T @ XX) @ psi)
split = np.vdot(psi, (X @ X.conj().T + X.conj().T @ X) @ psi).real
n_t = dn_occupation(t_probe)
rate = (dn_occupation(t_probe + dt) - dn_occupation(t_probe - dt)) / (2 * dt)
e0 = eps_ring[0]
M2_rule = e0 ** 2 + 2 * e0 * U_ring * n_t + U_ring ** 2 * n_t + hyb_ring
assert abs(split - M2_rule) < 1e-9
assert abs(one_sided - M2_rule - 1j * U_ring * rate) < 1e-6
assert abs(rate) > 1e-2

# ---------------- Part 2: Keldysh steady state with continuous leads --------
U = 2.0
eps = np.array([-0.65, -0.35])      # spin up, spin down
share = np.array([0.6, 0.4])        # left and right part of Gamma = 1
temperature = 0.2
half_points = 4800
step = 0.005
w = step * np.arange(-half_points, half_points + 1)
n_grid = w.size
offset = np.arange(-(n_grid - 1), n_grid)
hilbert_kernel = np.zeros(offset.size)
odd = offset % 2 != 0
hilbert_kernel[odd] = 2.0 / offset[odd]   # principal value on alternate points


def conv(a, b):
    return fftconvolve(a, b, mode='same') * step


def solve(bias, D, collisions=True):
    """Steady state; lesser/greater are occupied/empty parts of A."""
    V2 = share * D / 4.0
    mu = np.array([0.5, -0.5]) * bias
    delta = np.zeros(n_grid, complex)
    gamma, fermi = [], []
    for a in range(2):
        z = w - mu[a] + 0j
        part = 2 * V2[a] / D**2 * (z - np.sqrt(z - D) * np.sqrt(z + D))
        delta += part
        gamma.append(-2 * part.imag)
        fermi.append(0.5 * (1 - np.tanh((w - mu[a]) / (2 * temperature))))
    gamma, fermi = np.array(gamma), np.array(fermi)
    hyb_less = np.sum(gamma * fermi, axis=0) / (2 * np.pi)
    hyb_great = np.sum(gamma * (1 - fermi), axis=0) / (2 * np.pi)
    less = np.zeros((2, n_grid))
    great = np.zeros((2, n_grid))
    change = 1.0
    for iteration in range(300):
        occ = less.sum(axis=1) * step
        new_less, new_great = np.empty_like(less), np.empty_like(great)
        GR = np.empty((2, n_grid), complex)
        sigma_weight = np.zeros(2)
        for s in range(2):
            o = 1 - s
            s_less = np.zeros(n_grid)
            s_great = np.zeros(n_grid)
            sigma = np.zeros(n_grid, complex)
            if collisions:
                s_less = U**2 * conv(less[s], conv(less[o], great[o][::-1]))
                s_great = U**2 * conv(great[s], conv(great[o], less[o][::-1]))
                total = s_less + s_great
                real = fftconvolve(hilbert_kernel, total, mode='valid')
                sigma = real - 1j * np.pi * total
                sigma_weight[s] = total.sum() * step
            GR[s] = 1 / (w - eps[s] - U * occ[o] - delta - sigma)
            new_less[s] = np.abs(GR[s]) ** 2 * (hyb_less + s_less)
            new_great[s] = np.abs(GR[s]) ** 2 * (hyb_great + s_great)
        change = max(np.max(np.abs(new_less - less)),
                     np.max(np.abs(new_great - great)))
        less = less + 0.7 * (new_less - less)
        great = great + 0.7 * (new_great - great)
        if change < 1e-9:
            break
    assert change < 1e-9, "Keldysh iteration did not converge"
    A = -GR.imag / np.pi
    M0, M1, M2 = [np.sum(A * w**p, axis=1) * step for p in range(3)]
    n = less.sum(axis=1) * step
    current = [np.sum(gamma[a] * (fermi[a] * A - less)) * step
               for a in range(2)]
    hyb = gamma.sum() * step / (2 * np.pi)
    return dict(n=n, M0=M0, M1=M1, M2=M2, var=M2 - M1**2, I=current,
                hyb=hyb, V2=V2.sum(), sw=sigma_weight)


# Tolerance: square-root band edges limit the grid sums to about step**1.5.
tol = 3e-4
runs = {(b, D): solve(b, D) for b, D in [(0., 4.), (2., 4.), (4., 4.), (2., 8.)]}
for r in runs.values():
    corr = U**2 * (r['n'] * (1 - r['n']))[::-1]
    r['corr'] = corr
    r['rule'] = r['V2'] + corr
    assert abs(r['hyb'] - r['V2']) < tol
    assert np.max(np.abs(r['M0'] - 1)) < tol
    assert np.max(np.abs(r['M1'] - eps - U * r['n'][::-1])) < tol
    assert np.max(np.abs(r['sw'] - corr)) < tol
    assert np.max(np.abs(r['var'] - r['rule'])) < 2 * tol
    assert abs(r['I'][0] + r['I'][1]) < 1e-5
assert abs(runs[(0., 4.)]['I'][0]) < 1e-5
assert runs[(2., 4.)]['I'][0] > 1e-2
assert runs[(2., 8.)]['var'][0] > runs[(2., 4.)]['var'][0] + 0.5
hartree = solve(2., 4., collisions=False)
assert np.max(np.abs(hartree['M0'] - 1)) < tol
assert np.max(np.abs(hartree['var'] - hartree['V2'])) < 2 * tol

# ---------------- Output ----------------------------------------------------
print("EXACT RING (arbitrary energy unit E, hbar = 1)")
print(f"U = {U_ring:.2f} E; dot levels up, down = {eps_ring} E")
print(f"amplitudes V = {V_ring} E; sum V^2 = {hyb_ring:.4f} E^2")
print(f"stationary n up, down = {n_ring[0]:.5f}, {n_ring[1]:.5f}")
print(f"particle current left->dot = {ring_current:.5f} E/hbar")
for s, name in enumerate(("up", "down")):
    print(f"variance {name}: poles {var_ring[s]:.6f}, "
          f"rule {rule_ring[s]:.6f} E^2")
print(f"transient time = {t_probe:.2f} hbar/E; n down = {n_t:.5f}")
print(f"transient dn_down/dt = {rate:.5f} E/hbar")
print(f"one-sided 2nd moment: real {one_sided.real:.5f}, "
      f"imag {one_sided.imag:.5f} E^2")
print(f"rule M2 = {M2_rule:.5f}, U dn/dt = {U_ring * rate:.5f} E^2")
print("KELDYSH SECOND BORN (energies in Gamma)")
print(f"U = {U:.2f}; levels up, down = {eps}; kT = {temperature:.2f}")
print(f"left, right shares of Gamma = {share}; grid step = {step}")
for (bias, D), r in runs.items():
    print(f"bias = {bias:.1f}, D = {D:.1f} Gamma: "
          f"sum V^2 = {r['V2']:.4f} Gamma^2")
    print(f"  n up, down = {r['n'][0]:.4f}, {r['n'][1]:.4f}; "
          f"current = {abs(r['I'][0]):.4f} Gamma/hbar")
    for s, name in enumerate(("up", "down")):
        print(f"  {name}: U^2 n(1-n) = {r['corr'][s]:.4f}, "
              f"var = {r['var'][s]:.4f}, rule = {r['rule'][s]:.4f} Gamma^2")
m = runs[(2., 4.)]
print("bias 2, D 4, spin up, from the computed A:")
print(f"  area = {m['M0'][0]:.4f}; mean = {m['M1'][0]:.4f} Gamma; "
      f"M2 = {m['M2'][0]:.4f} Gamma^2")
print(f"  rms width = {np.sqrt(m['var'][0]):.4f} Gamma")
print(f"Hartree, bias 2, D 4: n up, down = {hartree['n'][0]:.4f}, "
      f"{hartree['n'][1]:.4f}")
print(f"Hartree variance up, down = {hartree['var'][0]:.4f}, "
      f"{hartree['var'][1]:.4f} Gamma^2")
print("PASS")
```

Output:

```
EXACT RING (arbitrary energy unit E, hbar = 1)
U = 2.30 E; dot levels up, down = [-0.9 -0.5] E
amplitudes V = [0.8 0.6 0.5] E; sum V^2 = 1.2500 E^2
stationary n up, down = 0.55983, 0.26730
particle current left->dot = 0.07654 E/hbar
variance up: poles 2.286062, rule 2.286062 E^2
variance down: poles 2.553565, rule 2.553565 E^2
transient time = 0.70 hbar/E; n down = 0.17537
transient dn_down/dt = 0.30135 E/hbar
one-sided 2nd moment: real 2.26167, imag 0.69312 E^2
rule M2 = 2.26167, U dn/dt = 0.69312 E^2
KELDYSH SECOND BORN (energies in Gamma)
U = 2.00; levels up, down = [-0.65 -0.35]; kT = 0.20
left, right shares of Gamma = [0.6 0.4]; grid step = 0.005
bias = 0.0, D = 4.0 Gamma: sum V^2 = 1.0000 Gamma^2
  n up, down = 0.5507, 0.2593; current = 0.0000 Gamma/hbar
  up: U^2 n(1-n) = 0.7682, var = 1.7681, rule = 1.7682 Gamma^2
  down: U^2 n(1-n) = 0.9897, var = 1.9897, rule = 1.9897 Gamma^2
bias = 2.0, D = 4.0 Gamma: sum V^2 = 1.0000 Gamma^2
  n up, down = 0.5271, 0.4049; current = 0.2441 Gamma/hbar
  up: U^2 n(1-n) = 0.9638, var = 1.9638, rule = 1.9638 Gamma^2
  down: U^2 n(1-n) = 0.9971, var = 1.9970, rule = 1.9971 Gamma^2
bias = 4.0, D = 4.0 Gamma: sum V^2 = 1.0000 Gamma^2
  n up, down = 0.5721, 0.5575; current = 0.2884 Gamma/hbar
  up: U^2 n(1-n) = 0.9868, var = 1.9868, rule = 1.9868 Gamma^2
  down: U^2 n(1-n) = 0.9792, var = 1.9792, rule = 1.9792 Gamma^2
bias = 2.0, D = 8.0 Gamma: sum V^2 = 2.0000 Gamma^2
  n up, down = 0.5249, 0.4090; current = 0.2496 Gamma/hbar
  up: U^2 n(1-n) = 0.9669, var = 2.9669, rule = 2.9669 Gamma^2
  down: U^2 n(1-n) = 0.9975, var = 2.9975, rule = 2.9975 Gamma^2
bias 2, D 4, spin up, from the computed A:
  area = 1.0000; mean = 0.1598 Gamma; M2 = 1.9894 Gamma^2
  rms width = 1.4014 Gamma
Hartree, bias 2, D 4: n up, down = 0.5505, 0.3924
Hartree variance up, down = 1.0000, 1.0000 Gamma^2
PASS
```
